# The Shuttleworth relation from the strain derivative of total surface free energy: verification in Python

```python
# Result under test: the Shuttleworth relation
#     f_ij = (1/A) d(gamma*A)/d(eps_ij) = gamma*delta_ij + d(gamma)/d(eps_ij)
# f_ij  : surface stress, the excess in-plane force per length (tension > 0)
# gamma : excess energy per CURRENT area A, relative to equally strained bulk
#         whose normal stress is zero; the number of atoms is fixed
# eps_ij: small in-plane strain measured from the current state
# Model : static fcc crystal, Morse pair bonds to chosen neighbour shells,
#         (110) slab; x along the cubic axis, y along the close-packed row.
# Energies in eV, lengths in angstrom.
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e as charge, angstrom

DEPTH, R_MIN, ALPHA = 0.3, 3.0, 1.4
ROOT2 = np.sqrt(2.0)
IDENTITY = np.eye(2)


def morse(r):
    """Pair energy with its first and second derivatives."""
    t = np.exp(-ALPHA * (r - R_MIN))
    return (DEPTH * (t * t - 2 * t),
            -2 * ALPHA * DEPTH * (t * t - t),
            2 * ALPHA**2 * DEPTH * (2 * t * t - t))


def make_bonds(reach):
    """Bonds (x, y, layer difference) of one atom; x, y in lattice constants."""
    rows = []
    for k in range(-3, 4):
        shift = 0.5 * (k % 2)
        for i in range(-3, 4):
            for j in range(-4, 5):
                x, y = i + shift, (j + shift) / ROOT2
                length = np.sqrt(x * x + y * y + k * k / 8.0)
                if 0.1 < length < reach:
                    rows.append((x, y, k))
    return np.array(rows)


def lattice_constant(bonds):
    s = np.sqrt(bonds[:, 0]**2 + bonds[:, 1]**2 + bonds[:, 2]**2 / 8.0)
    return brentq(lambda a: np.sum(morse(a * s)[1] * s),
                  0.8 * ROOT2 * R_MIN, 1.1 * ROOT2 * R_MIN, xtol=1e-13)


def virial(q, r, slope):
    return 0.5 * np.einsum('b,bi,bj->ij', slope / r, q, q)


def relaxed_bulk(bonds, a, G):
    """Energy per atom, layer spacing and in-plane virial at zero normal stress."""
    q, k = a * bonds[:, :2] @ G.T, bonds[:, 2]
    d = a / (2 * ROOT2)
    for _ in range(60):
        dz = k * d
        r = np.sqrt(np.sum(q * q, axis=1) + dz * dz)
        energy, slope, curve = morse(r)
        c2 = (dz / r)**2
        step = (np.sum(slope * k * dz / r)
                / np.sum(k * k * (curve * c2 + slope / r * (1 - c2))))
        if abs(step) < 1e-12:
            return 0.5 * energy.sum(), d, virial(q, r, slope)
        d -= step
    raise RuntimeError("bulk spacing did not converge")


def relaxed_slab(bonds, a, G, n, d):
    """Energy per cell, layer heights and in-plane virial of an n-layer slab."""
    src = np.repeat(np.arange(n), len(bonds))
    dst = src + np.tile(bonds[:, 2].astype(int), n)
    q = np.tile(a * bonds[:, :2] @ G.T, (n, 1))
    keep = (dst >= 0) & (dst < n)
    src, dst, q = src[keep], dst[keep], q[keep]
    z = d * np.arange(n)
    for _ in range(60):
        dz = z[dst] - z[src]
        r = np.sqrt(np.sum(q * q, axis=1) + dz * dz)
        energy, slope, curve = morse(r)
        c2 = (dz / r)**2
        g = 0.5 * slope * dz / r
        h = 0.5 * (curve * c2 + slope / r * (1 - c2))
        grad, hess = np.zeros(n), np.zeros((n, n))
        np.add.at(grad, dst, g)
        np.add.at(grad, src, -g)
        for p, s, sign in ((dst, dst, 1), (src, src, 1),
                           (src, dst, -1), (dst, src, -1)):
            np.add.at(hess, (p, s), sign * h)
        step = np.linalg.solve(hess[1:, 1:], grad[1:])
        if np.max(np.abs(step)) < 1e-11:
            lateral = np.zeros((n, 2))
            np.add.at(lateral, src, (slope / r)[:, None] * q)
            assert np.max(np.abs(lateral)) < 1e-10
            return 0.5 * energy.sum(), z, virial(q, r, slope)
        z[1:] -= step
    raise RuntimeError("slab did not converge")


def surface(bonds, a, G, n=30):
    """Excess energy per cell and face, area, gamma, and force-based f_ij."""
    e_bulk, d, w_bulk = relaxed_bulk(bonds, a, G)
    e_slab, z, w_slab = relaxed_slab(bonds, a, G, n, d)
    area = a * a / ROOT2 * np.linalg.det(G)
    excess = 0.5 * (e_slab - n * e_bulk)
    return dict(excess=excess, area=area, gamma=excess / area, z=z, d=d,
                f=0.5 * (w_slab - n * w_bulk) / area,
                tension=w_slab / area)


def slope_at_zero(function, h=2e-3):
    return (8 * (function(h) - function(-h))
            - (function(2 * h) - function(-2 * h))) / (12 * h)


def strain_gradient(quantity, G):
    """Derivative of quantity(G) for each independent incremental strain."""
    out = np.zeros((2, 2))
    for i in range(2):
        for j in range(2):
            unit = np.zeros((2, 2))
            unit[i, j] = 1.0
            out[i, j] = slope_at_zero(
                lambda t: quantity((IDENTITY + t * unit) @ G))
    return out


def force_across_cut(bonds, a, z, axis):
    """Force per length and face carried across a plane normal to the axis."""
    period = (1.0, 1 / ROOT2)[axis]
    width = a * (1 / ROOT2, 1.0)[axis]
    plane, total = 0.2, 0.0
    for layer in range(len(z)):
        for bond in bonds:
            other = layer + int(bond[2])
            if not 0 <= other < len(z):
                continue
            r = np.sqrt(a * a * (bond[0]**2 + bond[1]**2)
                        + (z[other] - z[layer])**2)
            pull = morse(r)[1] * a * bond[axis] / r
            for cell in range(-4, 5):
                start = period * (cell + 0.5 * (layer % 2))
                if start < plane < start + bond[axis]:
                    total += pull
    return total / width / 2


# ---- unstrained crystal: energy derivatives against forces across a cut
bonds = make_bonds(1.23)
assert len(bonds) == 42
a = lattice_constant(bonds)
ref = surface(bonds, a, IDENTITY)
gamma, area = ref['gamma'], ref['area']
dgamma = strain_gradient(lambda G: surface(bonds, a, G)['gamma'], IDENTITY)
f_energy = gamma * IDENTITY + dgamma
f_cut = [force_across_cut(bonds, a, ref['z'], axis) for axis in (0, 1)]
assert np.allclose(np.diag(f_energy), f_cut, rtol=0, atol=1e-7)
assert abs(f_energy[0, 1]) < 1e-7 and abs(f_energy[1, 0]) < 1e-7

# energy per reference area: its derivative alone must give the cut force
d_reference = strain_gradient(
    lambda G: surface(bonds, a, G)['excess'] / area, IDENTITY)
assert np.allclose(np.diag(d_reference), f_cut, rtol=0, atol=1e-7)

# area change, from the cross product of deformed cell edges
def edge_area(G):
    u, v = G @ np.array([a, 0.0]), G @ np.array([0.0, a / ROOT2])
    return u[0] * v[1] - u[1] * v[0]
assert np.allclose(strain_gradient(edge_area, IDENTITY) / area, IDENTITY,
                   atol=1e-9)

# equal biaxial strain: d(gamma*A)/dA against the mean cut force
biaxial = (slope_at_zero(lambda t: surface(bonds, a, (1 + t) * IDENTITY)['excess'])
           / slope_at_zero(lambda t: edge_area((1 + t) * IDENTITY)))
assert abs(biaxial - np.mean(f_cut)) < 1e-7

# ---- finite stretch and shear: relation against excess virial forces
G_pre = np.array([[1.02, 0.015], [0.0, 0.99]])
pre = surface(bonds, a, G_pre)
f_pre = pre['gamma'] * IDENTITY + strain_gradient(
    lambda G: surface(bonds, a, G)['gamma'], G_pre)
assert np.allclose(f_pre, pre['f'], rtol=0, atol=1e-7)

# bulk subtraction: slab tension = 2 f + bulk stress * bulk thickness
sigma = strain_gradient(lambda G: relaxed_bulk(bonds, a, G)[0], G_pre) \
    / (pre['area'] * pre['d'])
thick = surface(bonds, a, G_pre, n=40)
assert np.allclose(thick['tension'] - pre['tension'], 10 * pre['d'] * sigma,
                   rtol=0, atol=1e-6)
assert np.allclose(pre['tension'] - 30 * pre['d'] * sigma, 2 * f_pre,
                   rtol=0, atol=1e-6)
assert abs(thick['gamma'] - pre['gamma']) < 1e-7

# ---- nearest-neighbour bonds only: stress vanishes, surface energy does not
near = make_bonds(0.75)
assert len(near) == 12
a_near = lattice_constant(near)
nn = surface(near, a_near, IDENTITY)
nn_dgamma = strain_gradient(lambda G: surface(near, a_near, G)['gamma'], IDENTITY)
broken = int(round(np.sum(near[near[:, 2] > 0, 2])))
assert abs(nn['gamma'] - 0.5 * broken * DEPTH / nn['area']) < 1e-9
assert np.allclose(nn_dgamma, -nn['gamma'] * IDENTITY, rtol=0, atol=1e-7)
nn_cut = [force_across_cut(near, a_near, nn['z'], axis) for axis in (0, 1)]
assert np.max(np.abs(nn_cut)) < 1e-9

# ---- worked split of a finite stretch along x
stretch = 0.01
end = surface(bonds, a, np.diag([1 + stretch, 1.0]))
dA, dg = end['area'] - area, end['gamma'] - gamma
total = end['excess'] - ref['excess']

to_SI = charge / angstrom**2
shells = a * np.array([1 / ROOT2, 1.0, np.sqrt(1.5)])
shell_force = morse(shells)[1]
spacing = np.diff(ref['z'])
print(f"Morse depth                          {DEPTH:.2f} eV")
print(f"Morse minimum distance               {R_MIN:.2f} A")
print(f"Morse decay constant                 {ALPHA:.2f} 1/A")
print(f"bonds per bulk atom                  {len(bonds)}")
print(f"layers in slab                       {len(ref['z'])}")
print(f"lattice constant                     {a:.5f} A")
for number, (r, force) in enumerate(zip(shells, shell_force), 1):
    print(f"shell {number}: distance                    {r:.5f} A")
    print(f"shell {number}: pair-energy slope           {force:+.5f} eV/A")
print(f"bulk layer spacing                   {ref['d']:.5f} A")
print(f"first layer spacing, relaxed         {spacing[0]:.5f} A")
print(f"second layer spacing, relaxed        {spacing[1]:.5f} A")
print(f"surface cell area                    {area:.5f} A^2")
print(f"excess energy per surface cell       {ref['excess']:.6f} eV")
print(f"gamma                                {gamma:.6f} eV/A^2")
print(f"gamma, converted                     {gamma * to_SI:.4f} J/m^2")
for i, name in enumerate(("xx", "yy")):
    print(f"d gamma/d eps_{name}                     {dgamma[i, i]:+.6f} eV/A^2")
    print(f"f_{name} from relation                 {f_energy[i, i]:+.6f} eV/A^2")
    print(f"f_{name} from force across cut         {f_cut[i]:+.6f} eV/A^2")
    print(f"f_{name}, converted                    {f_energy[i, i] * to_SI:+.4f} J/m^2")
print(f"biaxial d(gamma A)/dA                {biaxial:+.6f} eV/A^2")
print(f"stretch along x                      {stretch:.3f} (no unit)")
print(f"area gained per cell                 {dA:.6f} A^2")
print(f"area term gamma*dA                   {gamma * dA:+.7f} eV")
print(f"surface-energy term A*dgamma         {area * dg:+.7f} eV")
print(f"product term dA*dgamma               {dA * dg:+.7f} eV")
print(f"total change of gamma*A              {total:+.7f} eV")
print(f"linear estimate A*f_xx*strain        {area * f_energy[0, 0] * stretch:+.7f} eV")
print(f"prestrain matrix G, row x            {G_pre[0, 0]:.3f} {G_pre[0, 1]:.3f} (no unit)")
print(f"prestrain matrix G, row y            {G_pre[1, 0]:.3f} {G_pre[1, 1]:.3f} (no unit)")
print(f"prestrained gamma                    {pre['gamma']:.6f} eV/A^2")
for i, j, name in ((0, 0, "xx"), (1, 1, "yy"), (0, 1, "xy")):
    print(f"prestrained f_{name}, relation         {f_pre[i, j]:+.6f} eV/A^2")
    print(f"prestrained f_{name}, forces           {pre['f'][i, j]:+.6f} eV/A^2")
print(f"prestrained bulk stress xx           {sigma[0, 0]:+.6f} eV/A^3")
print(f"slab tension xx, 30 layers           {pre['tension'][0, 0]:+.6f} eV/A^2")
print(f"slab tension xx, 40 layers           {thick['tension'][0, 0]:+.6f} eV/A^2")
print(f"near-bond model: broken bonds/cell   {broken}")
print(f"near-bond model: gamma               {nn['gamma']:.6f} eV/A^2")
print(f"near-bond model: d gamma/d eps_xx    {nn_dgamma[0, 0]:+.6f} eV/A^2")
print(f"near-bond model: largest |f| at cut  {np.max(np.abs(nn_cut)):.1e} eV/A^2")
print("finished without a failed check")
```

Output:

```
Morse depth                          0.30 eV
Morse minimum distance               3.00 A
Morse decay constant                 1.40 1/A
bonds per bulk atom                  42
layers in slab                       30
lattice constant                     3.99202 A
shell 1: distance                    2.82278 A
shell 1: pair-energy slope           -0.30315 eV/A
shell 2: distance                    3.99202 A
shell 2: pair-energy slope           +0.15723 eV/A
shell 3: distance                    4.88920 A
shell 3: pair-energy slope           +0.05542 eV/A
bulk layer spacing                   1.41139 A
first layer spacing, relaxed         1.51049 A
second layer spacing, relaxed        1.41655 A
surface cell area                    11.26860 A^2
excess energy per surface cell       1.483589 eV
gamma                                0.131657 eV/A^2
gamma, converted                     2.1094 J/m^2
d gamma/d eps_xx                     -0.065334 eV/A^2
f_xx from relation                 +0.066323 eV/A^2
f_xx from force across cut         +0.066323 eV/A^2
f_xx, converted                    +1.0626 J/m^2
d gamma/d eps_yy                     -0.176869 eV/A^2
f_yy from relation                 -0.045212 eV/A^2
f_yy from force across cut         -0.045213 eV/A^2
f_yy, converted                    -0.7244 J/m^2
biaxial d(gamma A)/dA                +0.010555 eV/A^2
stretch along x                      0.010 (no unit)
area gained per cell                 0.112686 A^2
area term gamma*dA                   +0.0148359 eV
surface-energy term A*dgamma         -0.0079650 eV
product term dA*dgamma               -0.0000797 eV
total change of gamma*A              +0.0067912 eV
linear estimate A*f_xx*strain        +0.0074737 eV
prestrain matrix G, row x            1.020 0.015 (no unit)
prestrain matrix G, row y            0.000 0.990 (no unit)
prestrained gamma                    0.131967 eV/A^2
prestrained f_xx, relation         +0.049590 eV/A^2
prestrained f_xx, forces           +0.049590 eV/A^2
prestrained f_yy, relation         -0.056600 eV/A^2
prestrained f_yy, forces           -0.056600 eV/A^2
prestrained f_xy, relation         -0.008494 eV/A^2
prestrained f_xy, forces           -0.008494 eV/A^2
prestrained bulk stress xx           +0.007773 eV/A^3
slab tension xx, 30 layers           +0.426093 eV/A^2
slab tension xx, 40 layers           +0.535063 eV/A^2
near-bond model: broken bonds/cell   6
near-bond model: gamma               0.070711 eV/A^2
near-bond model: d gamma/d eps_xx    -0.070711 eV/A^2
near-bond model: largest |f| at cut  3.8e-15 eV/A^2
finished without a failed check
```
